# Staggered finite volumes for the radial Schrödinger equation in a nanowire: test program

```python
"""
Result under test: a staggered finite-volume scheme for the radial equation
  -C [ (1/r)(r u')' - m^2 u/r^2 ] + V(r) u = E u,   u(R) = 0, u regular at r = 0,
has energies with error
  E_h - E = -(C h^2/12) [int r u''^2 dr + u'(R)^2 - u(0)u''(0)] / int r u^2 dr,
to leading order, with no value imposed on u at the axis.
Symbols: C = hbar^2/(2 M) in eV nm^2, M effective mass, R wire radius (nm),
m angular number, h spacing, nodes (j-1/2)h, faces j h, h = R/(N+1/2).
V(r) = -drop (r/R)^2 is the potential energy of a uniform electron charge.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import jn_zeros, jv, yv, kve, expit

# Rough typical inputs for an InGaAs gate-all-around wire
R = 10.0              # nm
mass = 0.041          # electron masses
surface_field = 0.1   # MV/cm
eps_r = 13.9
gap = 0.74            # eV
barrier = 2.3         # eV, oxide conduction-band offset
barrier_mass = 0.2    # electron masses
temperature = 300.0   # K

C0 = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18
C = C0 / mass
drop = surface_field * 0.1 * R / 2      # 1 MV/cm = 0.1 V/nm
scale = C / R**2
kT = sc.k * temperature / sc.e


def flat(r):
    return np.zeros_like(r)


def gate(r):
    return -drop * (r / R)**2


def matrix(N, m, V):
    h = R / (N + 0.5)
    j = np.arange(1, N + 1)
    r = (j - 0.5) * h
    diagonal = 2 * C / h**2 + C * m**2 / r**2 + V(r)
    off = -(C / h**2) * j[:-1] / np.sqrt(j[:-1]**2 - 0.25)
    return h, r, diagonal, off


def levels(N, m, V, count=3):
    _, _, d, o = matrix(N, m, V)
    return eigh_tridiagonal(d, o, eigvals_only=True, select='i',
                            select_range=(0, count - 1))


def states(N, m, V, count=3):
    h, r, d, o = matrix(N, m, V)
    E, w = eigh_tridiagonal(d, o, select='i', select_range=(0, count - 1))
    return h, r, E, w


# Independent reference: regular power series in x = r/R
def series(energy, g, m, terms=45):
    c = np.zeros(m + 2 * terms + 1)
    c[m] = 1.0
    for k in range(1, terms + 1):
        p = m + 2 * k
        previous = g * c[p - 4] if k > 1 else 0.0
        c[p] = -(energy * c[p - 2] + previous) / (p**2 - m**2)
    return c


def reference(g, m, count=3):
    def wall_value(e):
        return series(e, g, m).sum()
    grid = np.arange(-g - 0.3, 200.0, 1.0)
    values = np.array([wall_value(e) for e in grid])
    where = np.nonzero(values[:-1] * values[1:] < 0)[0][:count]
    return np.array([brentq(wall_value, grid[i], grid[i + 1], xtol=1e-13,
                            rtol=1e-14) for i in where])


def error_bracket(energy, g, m):
    u = Polynomial(series(energy, g, m))
    x = Polynomial([0.0, 1.0])
    d1, d2 = u.deriv(), u.deriv(2)
    top = (x * d2 * d2).integ()(1.0) + d1(1.0)**2 - u(0.0) * d2(0.0)
    return top / (x * u * u).integ()(1.0)


# Local truncation error, symbolic
rs, hs = sp.symbols('r h', positive=True)
for p in range(7):
    def f(z):
        return z**p
    discrete = ((rs + hs/2) * (f(rs + hs) - f(rs))
                - (rs - hs/2) * (f(rs) - f(rs - hs))) / (rs * hs**2)
    residual = sp.expand(sp.expand(discrete) - p**2 * rs**(p - 2))
    if p <= 2:
        assert sp.simplify(residual) == 0
    else:
        expected = sp.diff(rs * sp.diff(rs**p, rs, 2), rs, 2) / (12 * rs)
        assert sp.simplify(residual.coeff(hs, 0)) == 0
        assert sp.simplify(residual.coeff(hs, 2) - expected) == 0

# Discrete kinetic form against integration of the linear interpolant
rng = np.random.default_rng(4)
h, r, d, o = matrix(12, 0, flat)
v = rng.normal(size=12)
w = v * np.sqrt(r * h)
form = np.sum(d * w**2) + 2 * np.sum(o * w[:-1] * w[1:])
edges = np.linspace(0, R, 25 * 4 + 1)
line = np.interp(edges, np.append(r, R), np.append(v, 0.0))
middle = (edges[1:] + edges[:-1]) / 2
integral = C * np.sum(middle * np.diff(line)**2 / np.diff(edges))
assert abs(form / integral - 1) < 1e-10

# Flat wire: series and scheme against Bessel zeros, three levels each
grids = (16, 49, 148)
orders = []
for m in range(4):
    exact = jn_zeros(m, 3)**2
    assert np.allclose(reference(0.0, m), exact, rtol=1e-9)
    e1 = levels(49, m, flat) - scale * exact
    e2 = levels(148, m, flat) - scale * exact
    order = np.log(e1 / e2) / np.log(3)
    assert np.all(np.abs(order - 2) < 0.05)
    orders.append(order[0])

# Wire with gate potential: leading error law for two levels of each m
g = drop / scale
ref, predicted = {}, {}
for m in range(4):
    ref[m] = reference(g, m)
    computed = levels(148, m, gate)
    for n in range(2):
        law = -scale / (12 * 148.5**2) * error_bracket(ref[m][n], g, m)
        actual = computed[n] - scale * ref[m][n]
        assert law < 0 and abs(actual / law - 1) < 0.01
        if n == 0:
            predicted[m] = law
E0 = scale * ref[0][0]
ground = [levels(N, 0, gate)[0] for N in grids]
extrapolated = (9 * ground[2] - ground[1]) / 8
assert abs(extrapolated - E0) < 0.05 * abs(ground[2] - E0)

# Axis density, normalized over the cross-section
u = Polynomial(series(ref[0][0], g, 0))
x = Polynomial([0.0, 1.0])
axis_ref = u(0.0)**2 / (2 * np.pi * R**2 * (x * u * u).integ()(1.0))
axis = []
for N in grids:
    h, r, E, w = states(N, 0, gate)
    un = w[:, 0] / np.sqrt(2 * np.pi * r * h)
    axis.append(((9 * un[0] - un[1]) / 8)**2)
axis_order = np.log(abs((axis[1] - axis_ref) / (axis[2] - axis_ref))) / np.log(3)
assert axis_order > 1.8


# Pinned axis: nodes at j h and u(0) = 0, flat wire, m = 0
def pinned(N):
    h = R / N
    j = np.arange(1, N)
    o = -(C / h**2) * (j[:-1] + 0.5) / np.sqrt(j[:-1] * (j[:-1] + 1.0))
    return eigh_tridiagonal(np.full(N - 1, 2 * C / h**2), o, eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


def core_energy(a):
    def f(q):
        return jv(0, q*a/R) * yv(0, q) - jv(0, q) * yv(0, q*a/R)
    return scale * brentq(f, 2.405, 3.5)**2


flat0 = scale * jn_zeros(0, 1)[0]**2
pin = {N: pinned(N) for N in (150, 5000)}
core = {N: core_energy(R / N * np.exp(-np.euler_gamma) / 4) for N in pin}
for N in pin:
    assert abs((pin[N] - core[N]) / (core[N] - flat0)) < 2e-3


# Neglected effect 1: finite oxide barrier, flat wire, m = 0
def finite_barrier(U):
    def f(E):
        k = np.sqrt(E / C)
        q = np.sqrt((U - E) * barrier_mass / C0)
        ratio = kve(1, q * R) / kve(0, q * R)
        return k * jv(1, k*R) / mass - q * ratio * jv(0, k*R) / barrier_mass
    return brentq(f, 1e-6, flat0 * (1 - 1e-12))


assert abs(finite_barrier(1e8) / flat0 - 1) < 1e-4
barrier_shift = finite_barrier(barrier) - flat0

# Neglected effect 2: two-band nonparabolicity at the mean kinetic energy
alpha = (1 - mass)**2 / gap
band_shift, kinetic = [], []
for m in range(2):
    h, r, E, w = states(148, m, gate)
    T = E[0] - np.sum(w[:, 0]**2 * gate(r))
    kinetic.append(T)
    band_shift.append((np.sqrt(1 + 4 * alpha * T) - 1) / (2 * alpha) - T)

# Neglected effect 3: self-consistent charge at the same line density
coulomb = sc.e / (2 * np.pi * sc.epsilon_0 * eps_r) * 1e9   # V nm
line_density = surface_field * 0.1 * R / coulomb            # 1/nm
volume_density = line_density / (np.pi * R**2)              # 1/nm^3
Nsc = 100
h, r, _, _ = matrix(Nsc, 0, flat)
faces = np.arange(1, Nsc + 1) * h


def poisson(cell_charge):
    field = coulomb * np.cumsum(cell_charge) / faces
    return -drop + np.cumsum((field * h)[::-1])[::-1]


assert np.allclose(poisson(volume_density * 2 * np.pi * r * h), gate(r),
                   atol=1e-12)
dk = 0.002
k_grid = (np.arange(1500) + 0.5) * dk
potential = gate(r)
for step in range(80):
    energies, weights, degeneracy = [], [], []
    for m in range(7):
        _, _, E, w = states(Nsc, m, lambda z: potential)
        energies.extend(E)
        weights.extend((w**2).T)
        degeneracy.extend([1 if m == 0 else 2] * len(E))
    energies, weights = np.array(energies), np.array(weights)
    degeneracy = np.array(degeneracy)

    def filling(mu):
        occupation = expit((mu - energies[:, None] - C * k_grid**2) / kT)
        return degeneracy * (2 / np.pi) * occupation.sum(axis=1) * dk

    fermi = brentq(lambda mu: filling(mu).sum() - line_density, -1.0, 2.0)
    if step == 0:
        share = filling(fermi)[0] / line_density
        fermi_frozen = fermi
    new = poisson(filling(fermi) @ weights)
    change = np.max(np.abs(new - potential))
    if change < 1e-9:
        break
    potential = 0.5 * potential + 0.5 * new
assert change < 1e-7
charge_shift = energies[0] - levels(Nsc, 0, gate)[0]

print(f"wire radius {R:.1f} nm; mass {mass:.3f} m_e")
print(f"surface field {surface_field:.2f} MV/cm; axis-to-wall drop {1e3*drop:.1f} meV")
print(f"C = hbar^2/2M: {C:.5f} eV nm^2; C/R^2: {1e3*scale:.4f} meV")
print(f"relative permittivity {eps_r:.1f}; temperature {temperature:.0f} K")
print(f"electron density {volume_density*1e21:.3e} cm^-3")
print(f"line density {line_density:.4f} nm^-1")
print(f"flat-wire ground energy {1e3*flat0:.4f} meV")
for m in range(4):
    print(f"flat wire m={m}: observed order {orders[m]:.4f}")
for m in range(4):
    reference_energy = scale * ref[m][0]
    actual = levels(148, m, gate)[0] - reference_energy
    print(f"gated m={m}: reference lowest level {1e3*reference_energy:.5f} meV")
    print(f"  N=148 error {1e6*actual:.4f} ueV; predicted {1e6*predicted[m]:.4f} ueV")
for N, E, a in zip(grids, ground, axis):
    print(f"N={N}: h {R/(N+0.5):.5f} nm; ground energy {1e3*E:.6f} meV")
    print(f"  error {1e6*(E-E0):.4f} ueV; axis density {a:.8f} nm^-2")
print(f"extrapolated ground energy {1e3*extrapolated:.7f} meV")
print(f"  its error {1e6*(extrapolated-E0):.6f} ueV")
print(f"reference axis density {axis_ref:.8f} nm^-2; order {axis_order:.3f}")
for N in pin:
    print(f"pinned axis, {N} intervals: error {1e3*(pin[N]-flat0):.4f} meV")
    print(f"  hard-core prediction {1e3*(core[N]-flat0):.4f} meV")
print(f"oxide barrier {barrier:.1f} eV; barrier mass {barrier_mass:.2f} m_e")
print(f"barrier penetration shift, flat ground level {1e3*barrier_shift:.2f} meV")
print(f"gap {gap:.2f} eV; nonparabolicity {alpha:.3f} eV^-1")
for m in range(2):
    print(f"m={m}: mean kinetic energy {1e3*kinetic[m]:.2f} meV")
    print(f"  nonparabolic shift {1e3*band_shift[m]:.2f} meV")
print(f"thermal energy {1e3*kT:.2f} meV")
print(f"Fermi level, frozen potential {1e3*fermi_frozen:.2f} meV")
print(f"ground-subband share of electrons {100*share:.1f} percent")
print(f"self-consistent ground shift, wall fixed {1e3*charge_shift:.2f} meV")
print(f"self-consistent first-node-to-wall drop {1e3*(potential[0]+drop):.2f} meV")
print("OK")
```

Printed output:

```
wire radius 10.0 nm; mass 0.041 m_e
surface field 0.10 MV/cm; axis-to-wall drop 50.0 meV
C = hbar^2/2M: 0.92926 eV nm^2; C/R^2: 9.2926 meV
relative permittivity 13.9; temperature 300 K
electron density 1.536e+18 cm^-3
line density 0.4827 nm^-1
flat-wire ground energy 53.7411 meV
flat wire m=0: observed order 1.9999
flat wire m=1: observed order 1.9998
flat wire m=2: observed order 2.0000
flat wire m=3: observed order 2.0001
gated m=0: reference lowest level 42.49345 meV
  N=148 error -1.2836 ueV; predicted -1.2837 ueV
gated m=1: reference lowest level 119.50786 meV
  N=148 error -4.6034 ueV; predicted -4.6035 ueV
gated m=2: reference lowest level 224.44244 meV
  N=148 error -9.6635 ueV; predicted -9.6635 ueV
gated m=3: reference lowest level 354.91159 meV
  N=148 error -16.6655 ueV; predicted -16.6653 ueV
N=16: h 0.60606 nm; ground energy 42.389759 meV
  error -103.6958 ueV; axis density 0.01053035 nm^-2
N=49: h 0.20202 nm; ground energy 42.481905 meV
  error -11.5495 ueV; axis density 0.01055167 nm^-2
N=148: h 0.06734 nm; ground energy 42.492171 meV
  error -1.2836 ueV; axis density 0.01055404 nm^-2
extrapolated ground energy 42.4934545 meV
  its error -0.000384 ueV
reference axis density 0.01055433 nm^-2; order 2.000
pinned axis, 150 intervals: error 11.6215 meV
  hard-core prediction 11.6235 meV
pinned axis, 5000 intervals: error 7.3205 meV
  hard-core prediction 7.3205 meV
oxide barrier 2.3 eV; barrier mass 0.20 m_e
barrier penetration shift, flat ground level -12.76 meV
gap 0.74 eV; nonparabolicity 1.243 eV^-1
m=0: mean kinetic energy 54.09 meV
  nonparabolic shift -3.22 meV
m=1: mean kinetic energy 136.69 meV
  nonparabolic shift -17.62 meV
thermal energy 25.85 meV
Fermi level, frozen potential 161.01 meV
ground-subband share of electrons 46.0 percent
self-consistent ground shift, wall fixed 17.68 meV
self-consistent first-node-to-wall drop 75.50 meV
OK
```
